# Locating a random-telegraph trap in a silica/hafnia gate stack

## Question

I have random telegraph noise from an n-channel silicon transistor with a metal gate. The dielectric is 1 nm of silica on the silicon, then 2 nm of hafnia with relative permittivity 20. At 300 K and small drain bias, the natural logarithm of mean capture time over mean emission time falls by 32 for each volt added to the gate.

I understand that this slope should give the depth of the trap, but I am stuck on three points. Why use the ratio of the times and not the capture time alone? How do I handle two layers of different permittivity? And what has to be true of the device before I may believe the answer?

## Answer

Let $\tau_c$ be the mean time the trap stays empty before it captures an electron, and $\tau_e$ the mean time it stays filled before it emits one. Write $r=\tau_c/\tau_e$ and

$$
S=-\frac{d\ln r}{dV_G}=32\ \mathrm{V^{-1}} .
$$

I first assume that the trap exchanges electrons with the channel alone and that the silicon surface potential does not move with gate bias. Both assumptions are relaxed below, and both matter.

### Why the ratio

Take a channel state of energy $E$, filled with Fermi probability $f(E)$. It contributes $f\,w_c$ to the capture rate and $(1-f)\,w_e$ to the emission rate, where $w_c$ and $w_e$ are the transition rates for that state. If the lattice is in thermal equilibrium before each transition, detailed balance gives

$$
\frac{w_c}{w_e}=\exp\left[-\frac{E_T-E}{kT}\right],
$$

where $E_T$ is the thermodynamic trap level, with lattice relaxation included. A bias-independent degeneracy factor would multiply this ratio without changing the slope, so I set it to one. Fermi statistics give

$$
\frac{1-f}{f}=\exp\left[\frac{E-E_F}{kT}\right].
$$

Dividing the two contributions,

$$
\frac{(1-f)w_e}{f\,w_c}
=\exp\left[\frac{E-E_F}{kT}\right]\exp\left[\frac{E_T-E}{kT}\right]
=\exp\left[\frac{E_T-E_F}{kT}\right].
$$

The energy $E$ has cancelled. The same factor therefore relates the total rates after summing over all channel states. Since each time is the inverse of its rate,

$$
r=\frac{\tau_c}{\tau_e}=\exp\left[\frac{E_T-E_F}{kT}\right].
$$

The capture time alone has no such simple form. In the classical multiphonon model with relaxation energy $\lambda$ and $\Delta=E_T-E$,

$$
w_c\propto\exp\left[-\frac{(\lambda+\Delta)^2}{4\lambda kT}\right],\qquad
\frac{d(-\ln w_c)}{d\Delta}=\frac{\lambda+\Delta}{2\lambda kT}.
$$

Near $\Delta=0$ this is half of $1/kT$. The capture time takes up about half of the shift in the trap level, and the emission time takes up the rest. Integrating the rates over a two-dimensional band whose edge lies 0.1 eV below the Fermi level, with $\lambda=1$ eV, gives a capture-time slope of $-15.81\ \mathrm{V^{-1}}$, while the ratio has the full slope of $-32.00\ \mathrm{V^{-1}}$. The first number holds the band edge and the tunnelling factor fixed; if they follow the bias, as in the silicon and tunnelling models below, its magnitude grows by 2 to $3\ \mathrm{V^{-1}}$, while the ratio is unaffected. Reading the capture-time slope as the electrostatic slope would misplace the trap.

### From the slope to a potential

An electron at potential $\phi_T$ has electrostatic energy $-q\phi_T$, with $q>0$. If neither the relaxation energy nor the image energy of the trapped charge depends on bias, $dE_T/dV_G=-q\,d\phi_T/dV_G$. An electrostatic estimate for this stack, at the two inversion biases used below, puts the image-energy contribution to the slope at no more than about $0.05\ \mathrm{V^{-1}}$, which is negligible here. The channel Fermi level is fixed by the grounded source and drain, so

$$
-S=\frac{d\ln r}{dV_G}=-\frac{q}{kT}\frac{d\phi_T}{dV_G}.
$$

The fraction of a gate-voltage change that appears at the trap is therefore

$$
g\equiv\frac{d\phi_T}{dV_G}=\frac{SkT}{q}
=32\times0.025852=0.8273 .
$$

### Two layers

Let $t_1=1$ nm and $k_1=3.9$ for silica, and $t_2=2$ nm and $k_2=20$ for hafnia. You did not state the silica permittivity; 3.9 is the conventional value. Let $x$ be the trap's depth in hafnia, measured from the silica/hafnia interface.

A small change of gate bias changes the displacement by the same amount $\delta D$ in both layers, provided that the other charges in the stack do not change. The field changes by $\delta D/(\epsilon_0k_1)$ in silica and by $\delta D/(\epsilon_0k_2)$ in hafnia. With the silicon surface potential pinned, integrating from silicon to the trap and from silicon to the gate gives

$$
\delta\phi_T=\frac{\delta D}{\epsilon_0}\left(\frac{t_1}{k_1}+\frac{x}{k_2}\right),\qquad
\delta V_G=\frac{\delta D}{\epsilon_0}\left(\frac{t_1}{k_1}+\frac{t_2}{k_2}\right).
$$

Multiply both brackets by $k_1$ to turn them into equivalent silica thicknesses:

$$
d_T=t_1+x\frac{k_1}{k_2},\qquad
d=t_1+t_2\frac{k_1}{k_2}=1.390\ \mathrm{nm}.
$$

The ratio of the potential changes is $g=d_T/d$, so $d_T=gd$. Written out,

$$
t_1+x\frac{k_1}{k_2}=gt_1+gt_2\frac{k_1}{k_2}.
$$

Subtracting $t_1$ and multiplying by $k_2/k_1$,

$$
x=gt_2-(1-g)t_1\frac{k_2}{k_1}.
$$

For your numbers, $d_T=0.8273\times1.390=1.150$ nm. Silica accounts for 1 nm of this. The remaining 0.150 nm of equivalent silica is hafnia of physical thickness

$$
x=0.150\times\frac{20}{3.9}=0.77\ \mathrm{nm}.
$$

Under these assumptions the trap is 0.77 nm inside hafnia, 1.77 nm from silicon and 1.23 nm from the gate.

Three limits check the formula. If $k_2=k_1$, it becomes $t_1+x=g(t_1+t_2)$, the uniform-dielectric result. A trap at the silica/hafnia interface has $g=t_1/d$ and a slope of $27.8\ \mathrm{V^{-1}}$. A trap at the gate has $g=1$ and a slope of $38.7\ \mathrm{V^{-1}}$. Your 32 lies between the last two, so the assumption of a hafnia trap is consistent. A slope below 27.8 would put the trap in silica, at distance $gd$ from silicon.

With the silicon surface pinned, fixed charge does not alter the slope, because it adds a bias-independent term to the potential. For example, with the surface pinned, $5\times10^{12}$ positive elementary charges per cm² at the silica/hafnia interface shift the trap potential by 40 mV, but the computed slope stays at $-32.00\ \mathrm{V^{-1}}$. If the surface can move, fixed charge also changes the silicon response at a given gate bias, and the slope changes with it: in the silicon model described below, the same charge turns a slope of $-32.00$ into about $-31.8$ and $-31.9\ \mathrm{V^{-1}}$ at 1.6 and 2.0 V above flat band. Charge that fills or empties during the gate sweep is not covered by this argument.

### When the silicon surface moves

Even in inversion, adding electrons requires some change of the surface potential $\psi_s$. Let $Q$ be the magnitude of the silicon charge per area, and define

$$
C_s=\frac{dQ}{d\psi_s},\qquad t_s=\frac{\epsilon_0k_1}{C_s}.
$$

Gauss's law gives $\delta D=\delta Q$, so

$$
\delta\psi_s=\frac{\delta Q}{C_s}=\frac{\delta D}{\epsilon_0k_1}t_s .
$$

The silicon acts as an additional equivalent silica thickness $t_s$ in series. It contributes to the potential change at the trap and to that at the gate:

$$
g=\frac{t_s+d_T}{t_s+d}.
$$

Multiplying out, $gt_s+gd=t_s+d_T$, and hence

$$
d_T=gd-(1-g)t_s .
$$

While the trap remains in hafnia, its depth is reduced from the pinned result by

$$
(1-g)t_s\frac{k_2}{k_1}=0.886\,t_s .
$$

Because $t_s>0$, the correction is towards silicon. Within this model, without gate exchange and with the thicknesses and permittivities used here, including the assumed 3.9 for silica, 0.77 nm is therefore an upper bound on the depth.

To size the correction, I solved the Schrödinger and Poisson equations together for the whole stack. The silicon model uses rough parameters: acceptor doping of $10^{18}\ \mathrm{cm^{-3}}$, a 1.12 eV gap, two ladders of conduction subbands and a hard wall at silica. If your slope of 32 was measured at the stated bias, the results are:

| Gate bias above flat band | Electron density | $t_s$ | Depth in hafnia |
|---:|---:|---:|---:|
| 1.6 V | $2.6\times10^{12}$ cm⁻² | 0.60 nm | 0.24 nm |
| 2.0 V | $7.2\times10^{12}$ cm⁻² | 0.42 nm | 0.40 nm |

In the second row, the correction is $0.886\times0.422=0.37$ nm, which takes 0.77 nm to 0.40 nm. Reading the position directly from the computed potential response agrees with the formula to within 0.001 nm in both rows. That agreement tests the formula, not the accuracy of the silicon parameters. Replacing the hard wall by a 3.1 eV silica barrier, which lets the electrons penetrate slightly, makes both depths about 0.04 nm larger.

The rows are alternative readings of the same slope, not a trap that moves. A trap at a fixed position would have a different slope at each bias, since $t_s$ changes. For an actual extraction, obtain $C_s$ at the bias where the telegraph signal was measured. If $t_s$ exceeds about 0.87 nm, $d_T$ falls below 1 nm and the trap is assigned to silica.

### When the gate also exchanges electrons

The pinned-surface position is closer to the gate than to the channel, so exchange with the gate cannot be dismissed. Let $f_s$ and $f_g$ be the Fermi probabilities at the trap level for the channel and gate. Let $K$ be the gate rate constant divided by the channel rate constant. In units of the channel rate constant,

$$
\text{capture}=f_s+Kf_g,\qquad
\text{emission}=(1-f_s)+K(1-f_g).
$$

When the gate Fermi level is many $kT$ below the trap, $f_g\approx0$. The gate can then accept an electron but hardly supply one. With $u=(E_T-E_F)/kT$ and $1/f_s=1+e^u$,

$$
r=\frac{1-f_s+K}{f_s}=e^u+K(1+e^u)=(1+K)e^u+K .
$$

At each bias, $r$ therefore exceeds the value of $K$ at that bias. With multiphonon rates, $K$ itself changes as the trap level moves. If that change is small over the range used for the slope, differentiation gives

$$
\frac{d\ln r}{du}=\frac{(1+K)e^u}{r}=\frac{r-K}{r}=1-\frac{K}{r}.
$$

Let $a=d\phi_T/dV_G$ be the true potential fraction. Since $du/dV_G=-aq/kT$, the measured quantity is now

$$
g=\frac{SkT}{q}=a\left(1-\frac{K}{r}\right).
$$

Gate emission flattens the slope. Ignoring it makes $a$ too small and places the trap too close to silicon, which is the opposite error to ignoring the channel response. For instance, a trap with a true slope of $-32\ \mathrm{V^{-1}}$, $K=0.1$ and $u=0$ has $r=1.2$ and shows a slope of $-29.3\ \mathrm{V^{-1}}$.

Because $a\le1$ for a trap inside the stack, your slope also requires, while $K$ is nearly constant,

$$
\frac{K}{r}\le1-g=0.173 .
$$

If the slope was measured near $r=1$, then $K$ can be at most about 0.17 in this constant-$K$ model. With multiphonon rates to both contacts and the gate Fermi level 1 eV below that of the channel, the bound is about 0.20.

A rough tunnelling estimate disagrees sharply with that limit on $K$ near $r=1$. I used the computed potential at 2.0 V above flat band, a trap 0.77 nm inside hafnia and a trap level at the channel Fermi energy. The assumed barriers relative to the silicon conduction band are 3.1 eV for silica and 1.5 eV for hafnia, with tunnelling masses of 0.40 and 0.15 electron masses. The semiclassical exponents are 13.0 to the channel and 3.8 to the gate. Their difference gives $\ln K\approx9.2$, or $K$ of order $10^4$. At the corrected depth of 0.40 nm, the same estimate gives $\ln K\approx6.8$, or $K$ of order $10^3$.

With either value, $r$ would be far above one when the trap level crosses the channel Fermi energy. The estimate is sensitive to the tunnelling energy: if the electron left for the gate 1 eV lower, $\ln K$ would fall to about 6.8 and 3.7 at the two depths, still well above zero. It also omits phonon overlap, the trap wavefunction and differences between the contacts, so it does not predict the lifetimes. It does show that channel-only exchange needs evidence. Until you have that evidence, call the extracted depth an apparent electrostatic position.

Your own data can supply a test. Follow $r$ through one and to smaller values, and watch the slope as well as the value. Reaching $r=0.1$, for example, requires $K<0.1$ at that bias within this two-contact model, but $K$ may have been larger near $r=1$. If the slope of $\ln r$ weakens markedly as $r$ falls, gate emission is one candidate cause. Near threshold, the fall of $t_s$ with bias also weakens the slope, so allow for that first. If the weakening remains, do not use the simple extraction there. A constant $K$ would make $r$ level off at a floor. With multiphonon rates, $r$ can keep falling at a weaker slope, so the absence of a floor does not rule out gate emission.

### Why the sign matters

Suppose $\ln r$ had risen by 32 per volt. A trap in equilibrium with the gate alone follows the gate Fermi level, which moves by $-q\,\delta V_G$. Then

$$
\frac{d\ln r}{dV_G}=\frac{q}{kT}\left(1-\frac{d\phi_T}{dV_G}\right).
$$

For a pinned surface this gives $1-d_T/d=g$, hence $d_T=(1-g)d=0.24$ nm from silicon, inside silica. A trap so close to the channel is an implausible candidate for exclusive exchange with the distant gate. If the surface moves as in the table above, no position in the stack gives such a rise: exchange with the gate alone then allows at most 27.1 and $29.7\ \mathrm{V^{-1}}$ at 1.6 and 2.0 V. A measured rise of 32 per volt would therefore call the model into question, not give a second reliable position. Check the sign before using the depth formula.

### How precise is the depth?

The position is sensitive because 1 nm of hafnia counts as little equivalent silica. From the pinned formula,

$$
\frac{dx}{dS}=\frac{kT}{q}\left(t_2+t_1\frac{k_2}{k_1}\right)=0.18\ \mathrm{nm\ per\ V^{-1}} .
$$

An error of $1\ \mathrm{V^{-1}}$ in the slope thus moves the pinned-surface position by 0.18 nm. With the two values of $t_s$ in the table, 0.60 and 0.42 nm, the shift grows to 0.26 and 0.24 nm. Changing one other input of the pinned formula at a time, a device 5 K warmer than assumed moves it 0.10 nm deeper, and 0.1 nm more silica moves it 0.09 nm towards the silica/hafnia interface. Hafnia permittivities of 18 and 22 give depths of 0.86 and 0.68 nm. The assumed silica permittivity matters too: a value of 5 instead of 3.9 gives 0.96 nm.

Your layer thicknesses and permittivity are in the rough range of high-k metal-gate silicon transistors. Neither starting assumption is secure for this stack: the tunnelling estimate puts channel-only exchange in doubt, and letting the silicon surface move changes the depth from 0.77 nm to 0.40 or 0.24 nm at the two biases above. The corresponding silica fields are 5.1 and 3.0 MV/cm, and the model does not include dielectric degradation at those fields. It also treats the channel as laterally uniform, an omission I have not sized. I would report 0.77 nm as the pinned-surface result, then give the value corrected with the measured channel capacitance and state the range of $r$ over which the slope was checked for signs of gate exchange. The numerical output below lists the main values used here.

## Calculated quantities

```
Inputs: T=300 K, S=32 1/V
Silica: 1.0 nm, permittivity 3.9
Hafnia: 2.0 nm, permittivity 20.0
Thermal voltage: 25.852 mV
Lever arm g: 0.8273 (no unit)
Stack equivalent thickness: 1.390 nm
Equivalent distance to trap: 1.1499 nm
Trap depth in hafnia, pinned surface: 0.769 nm
Trap distance from silicon: 1.769 nm
Trap distance from gate: 1.231 nm
Slope for trap at silica/hafnia interface: 27.83 1/V
Slope for trap at gate: 38.68 1/V
Numerical ratio slope: -32.0000 1/V
Capture-time slope, relaxation 1 eV: -15.81 1/V
Fixed interface charge tested: 5.0e+12 e/cm2
Trap potential shift from it: 40.1 mV
Ratio slope with fixed charge: -32.0000 1/V
Depth change for slope +1/V: +0.184 nm
Depth change for temperature +5 K: +0.098 nm
Depth at hafnia permittivity 18: 0.857 nm
Depth at hafnia permittivity 22: 0.680 nm
Depth change for silica +0.1 nm: -0.089 nm
Opposite sign, gate exchange: 0.240 nm from silicon
Rough silicon model: doping 1.0e+18 cm^-3, gap 1.12 eV
Gate bias above flat band: 1.6 V
  Electron sheet density: 2.61e+12 cm^-2
  Surface potential: 1.188 V; response: 0.300 V/V
  Channel equivalent thickness: 0.597 nm
  Depth past silica/hafnia interface: 0.240 nm
  Silica field: 2.96 MV/cm
Gate bias above flat band: 2.0 V
  Electron sheet density: 7.18e+12 cm^-2
  Surface potential: 1.292 V; response: 0.233 V/V
  Channel equivalent thickness: 0.422 nm
  Depth past silica/hafnia interface: 0.395 nm
  Silica field: 5.10 MV/cm
Gate/channel rate constant tested, K: 0.10 (no unit)
Time ratio with gate emission: 1.200 (no unit)
Slope with gate emission: -29.33 1/V
Upper bound on K/(time ratio): 0.1727 (no unit)
Rough barriers: silica 3.1, hafnia 1.5 eV
Rough masses: silica 0.40, hafnia 0.15 electron masses
WKB exponent to channel: 12.97 (no unit)
WKB exponent to gate: 3.77 (no unit)
WKB estimate of ln K: 9.20 (no unit)
```
